# Ambipolar diffusion in electronegative plasma and its limit of twice free diffusion

A fluid or global model of an electronegative discharge needs a diffusion coefficient for its positive ions, and three candidates suggest themselves. One is the free coefficient \(D_+\). Another is the electron-ion ambipolar coefficient, which can be a hundred times larger when the electrons are hot. The third is \(2D_+\), proposed for plasmas in which negative ions greatly outnumber electrons. For a given source, the density drop from the centre outward is inversely proportional to this choice.

Equal ion mobilities are neither necessary nor sufficient for the value \(2D_+\). It is reached when negative ions greatly outnumber electrons, the ion temperatures are equal and the negative ions carry almost no net flux. If the negative ions leave together with the positive ones, equal mobilities and equal temperatures lead to \(D_+\) instead. Both cases follow from one formula, derived below in two ways.

## Model and conventions

Take one space coordinate \(x\), pointing outward from the plasma centre, with no magnetic field. There are singly charged positive ions, singly charged negative ions and electrons, with densities \(n_+\), \(n_-\) and \(n_e\). Their temperatures \(T_+\), \(T_-\) and \(T_e\) are uniform and expressed in volts, so that \(T\) stands for \(k_BT/e\). Mobilities \(\mu\) are positive numbers, and \(D=\mu T\) for each species.

Collisions with a neutral gas at rest are frequent enough for inertia to be negligible. The particle fluxes, positive outward, are then

\[
\Gamma_+=-D_+\frac{dn_+}{dx}+\mu_+n_+E,
\]
\[
\Gamma_-=-D_-\frac{dn_-}{dx}-\mu_-n_-E,\qquad
\Gamma_e=-D_e\frac{dn_e}{dx}-\mu_en_eE .
\]

An outward field \(E>0\) pushes positive ions outward and both negative species inward, hence the signs. It is convenient to count falling densities as positive:

\[
G=-\frac{dn_+}{dx},\qquad g_-=-\frac{dn_-}{dx},\qquad g_e=-\frac{dn_e}{dx}.
\]

Away from sheaths the plasma is nearly neutral, \(n_+=n_-+n_e\), and therefore \(G=g_-+g_e\). Let

\[
\alpha=\frac{n_-}{n_e},\qquad \gamma=\frac{T_e}{T_-},\qquad f=\frac{\Gamma_-}{\Gamma_+}.
\]

Zero net current means \(\Gamma_+=\Gamma_-+\Gamma_e\), so \(\Gamma_-=f\Gamma_+\) and \(\Gamma_e=(1-f)\Gamma_+\). The examples below use \(0\le f\le1\), but the algebra does not need \(f\ge0\), and negative \(f\) matters in practice. Suppose that negative ions are made by attachment, lost by ion-ion recombination and cannot reach the wall, with uniform rate coefficients. Attachment follows the nearly flat electron density while recombination peaks at the centre, so the negative ions flow inward and \(f<0\) in the core. At \(f=0\) the negative ions are trapped: their inward drift cancels their outward diffusion. At \(f=1\) every departing positive ion is matched by a departing negative ion. The transport equations do not fix \(f\); attachment, detachment, recombination and the boundaries do.

The quantity sought is the local ratio \(D_a=\Gamma_+/G\).

## First derivation: eliminate the field

Solve each negative-species flux equation for its gradient. Since \(\Gamma_-=D_-g_--\mu_-n_-E\), division by \(D_-=\mu_-T_-\) gives

\[
g_-=\frac{n_-E}{T_-}+\frac{f\Gamma_+}{D_-}.
\]

The electron equation gives in the same way

\[
g_e=\frac{n_eE}{T_e}+\frac{(1-f)\Gamma_+}{D_e}.
\]

Add the two, use \(n_-=\alpha n_e\), and define \(R\) as the bracket multiplying the flux:

\[
G=n_eE\left(\frac{\alpha}{T_-}+\frac1{T_e}\right)+R\,\Gamma_+,\qquad
R=\frac{f}{D_-}+\frac{1-f}{D_e}.
\]

The bracket with the temperatures equals \((1+\gamma\alpha)/T_e\), because \(T_e/T_-=\gamma\). Hence

\[
n_eE=\frac{T_e}{1+\gamma\alpha}\,(G-R\,\Gamma_+).
\]

The positive-ion flux is \(\Gamma_+=D_+G+\mu_+n_+E\), with \(n_+=(1+\alpha)n_e\). Inserting the field gives

\[
\Gamma_+=D_+G+K(G-R\,\Gamma_+),\qquad
K=\mu_+T_e\frac{1+\alpha}{1+\gamma\alpha}.
\]

Collecting the flux on the left, \((1+KR)\Gamma_+=(D_++K)G\), so that

\[
\boxed{D_a=\frac{D_++K}{1+K\left[\dfrac{f}{D_-}+\dfrac{1-f}{D_e}\right]}}
\]

No ratio of temperatures or mobilities has been assumed large or small.

**No negative ions.** For \(\alpha=0\) and \(f=0\), \(K=\mu_+T_e\) and \(K/D_e=\mu_+/\mu_e\). Multiplying numerator and denominator by \(\mu_e\) gives

\[
D_a=\frac{\mu_eD_++\mu_+D_e}{\mu_e+\mu_+},
\]

the usual electron-ion ambipolar coefficient.

**Trapped negative ions.** For \(f=0\) the denominator is \(1+K/D_e\), where

\[
\frac{K}{D_e}=\frac{\mu_+}{\mu_e}\,\frac{1+\alpha}{1+\gamma\alpha}.
\]

For \(\gamma\ge1\) this is at most \(\mu_+/\mu_e\), a small number, and may be dropped. If also \(T_+=T_-\), then \(K/D_+=\gamma(1+\alpha)/(1+\gamma\alpha)\), and

\[
\frac{D_a}{D_+}\approx1+\frac{\gamma+\gamma\alpha}{1+\gamma\alpha}
=\frac{1+\gamma+2\gamma\alpha}{1+\gamma\alpha}
=2+\frac{\gamma-1}{1+\gamma\alpha}.
\]

The last term sets the approach to two. For \(\gamma\gg1\) there are three ranges. When \(\alpha\ll1/\gamma\), the ratio is near \(1+\gamma\). When \(\alpha\gg1/\gamma\), it is near \(2+1/\alpha\), which is still well above two if \(\alpha\) is below one. When \(\alpha\gg1\), it is near two. The negative-ion mobility appears nowhere in this result.

## Second derivation: balance pressure against friction

The same result can be reached without solving for the field. Divide each flux equation by its mobility. Each becomes a force balance per unit volume, with the common factor of elementary charge removed:

\[
\frac{\Gamma_+}{\mu_+}=T_+G+n_+E,
\]
\[
\frac{\Gamma_-}{\mu_-}=T_-g_--n_-E,\qquad
\frac{\Gamma_e}{\mu_e}=T_eg_e-n_eE.
\]

The left sides are friction against the gas. The terms with temperatures are pressure gradients. In the sum of the three equations the electric force is \((n_+-n_--n_e)E\), which neutrality removes:

\[
\Gamma_+\left(\frac1{\mu_+}+\frac f{\mu_-}+\frac{1-f}{\mu_e}\right)
=T_+G+T_-g_-+T_eg_e. \qquad (1)
\]

The total pressure gradient thus drives all the friction. To express \(g_-\) and \(g_e\) through \(G\), use the fact that both negative species feel the same field. Dividing their balances by \(n_-=\alpha n_e\) and \(n_e\), and equating the two expressions for \(E\), gives

\[
T_-g_--\frac{f\Gamma_+}{\mu_-}
=\alpha\left(T_eg_e-\frac{(1-f)\Gamma_+}{\mu_e}\right).
\]

Substitute \(g_-=G-g_e\), divide by \(T_-\), and collect \(g_e\):

\[
(1+\gamma\alpha)\,g_e=G-\Gamma_+\left[\frac{f}{\mu_-T_-}-\frac{\alpha(1-f)}{\mu_eT_-}\right]. \qquad (2)
\]

The pressure terms on the right of (1) can be written

\[
T_+G+T_-(G-g_e)+T_eg_e=(T_++T_-)G+(T_e-T_-)g_e .
\]

Insert (2). The coefficient of \(G\) becomes \(T_++\kappa\), with

\[
\kappa=T_-+\frac{T_e-T_-}{1+\gamma\alpha}
=\frac{T_-+\alpha T_e+T_e-T_-}{1+\gamma\alpha}
=T_e\frac{1+\alpha}{1+\gamma\alpha}.
\]

Move the flux terms from (2) to the left of (1). The term in \(f/\mu_-\) then carries the factor

\[
1+\frac{\gamma-1}{1+\gamma\alpha}=\frac{\gamma(1+\alpha)}{1+\gamma\alpha}=\frac{\kappa}{T_-},
\]

and the term in \((1-f)/\mu_e\) carries

\[
1-\frac{\alpha(\gamma-1)}{1+\gamma\alpha}=\frac{1+\alpha}{1+\gamma\alpha}=\frac{\kappa}{T_e}.
\]

The balance is now

\[
\Gamma_+\left[\frac1{\mu_+}+\kappa\left(\frac f{D_-}+\frac{1-f}{D_e}\right)\right]=(T_++\kappa)G.
\]

Multiplication by \(\mu_+\), with \(K=\mu_+\kappa\), reproduces the boxed formula.

**Why two, and why sometimes one.** This route shows the origin of the factor. At large \(\alpha\), \(\kappa\to T_-\), so the driving pressure gradient is \((T_++T_-)G\). If the negative ions are trapped they feel no net friction, and electron friction is small. Two ion pressures then push against the friction of one species:

\[
D_a\to\mu_+(T_++T_-)=D_+\left(1+\frac{T_-}{T_+}\right).
\]

This is \(2D_+\) when the ion temperatures are equal, for any \(\mu_-\). With \(T_-=2T_+\) the factor is three.

If negative ions flow, their friction must be paid for as well. For equal ion mobilities and equal ion temperatures, \(K\to D_+\) and \(D_-=D_+\), so

\[
D_a\to\frac{2D_+}{1+f+(1-f)D_+/D_e}.
\]

With \(D_+\ll D_e\) this is close to \(2D_+/(1+f)\). It falls from nearly \(2D_+\) for trapped negative ions to \(D_+\) for paired loss, where two pressures push against two equal frictions. The negative-ion mobility therefore matters only when the negative ions carry a net flux. An outward flux lowers the coefficient. An inward flux, \(f<0\), raises it above \(2D_+\), steeply so as \(f\) approaches \(-1\).

For paired loss of such equal ions the result holds at any \(\alpha\), since \((D_++K)/(1+K/D_+)=D_+\). The field then vanishes: \(\Gamma_+=D_+G\) leaves nothing for drift to carry.

## What each derivation assumes

Within the stated model the two routes use the same information, but at different places.

**Neutrality.** The first route needs neutrality to add the gradients and to write \(n_+=(1+\alpha)n_e\). The second needs it to cancel the electric force and to add the gradients. In both, the charge density must be small and must also vary slowly enough not to disturb \(G\). This was tested by solving slab profiles with Poisson's equation, without imposing neutrality in the interior. The measured ratio \(\Gamma_+/G\) agreed with the formula to \(1.4\times10^{-6}\), relative to the formula, at all positions compared. One of the cases had unequal ion temperatures and mobilities. These profiles use the same flux laws and a prescribed \(f\), so they test the elimination and the neutrality, not the flux laws themselves.

**Collisions.** The first route starts from drift-diffusion fluxes and needs \(D=\mu T\) as a separate statement. In the second, that relation expresses a pressure gradient opposed by friction with the gas. The difference matters if positive and negative ions also exchange momentum with each other. The flux laws of the first route then no longer hold as written. In the sum (1) the exchanged momentum cancels, because the two forces are equal and opposite, but the step leading to (2) changes. The limit \(\mu_+(T_++T_-)\) for trapped ions still follows from (1), provided that \(g_-\approx G\), that the electron pressure gradient and electron friction remain negligible, and that \(\mu_+\) describes friction with the gas alone.

**The flux share.** Neither route supplies \(f\). One way to close the equations is to assume that both negative species keep gradients in the Boltzmann ratio,

\[
\frac1{n_-}\frac{dn_-}{dx}=\gamma\,\frac1{n_e}\frac{dn_e}{dx},
\]

while the field is found from zero current. This assumption silently chooses \(f\). Write the two fluxes as

\[
\Gamma_-=-\mu_-n_-\left(\frac{T_-}{n_-}\frac{dn_-}{dx}+E\right),\qquad
\Gamma_e=-\mu_en_e\left(\frac{T_e}{n_e}\frac{dn_e}{dx}+E\right).
\]

The assumed ratio makes the two brackets equal. Therefore \(\Gamma_-/\Gamma_e=\mu_-\alpha/\mu_e\), and

\[
f=\frac{\mu_-\alpha}{\mu_e+\mu_-\alpha}.
\]

Inserting this into \(R\) gives

\[
R=\frac{\alpha/T_-+1/T_e}{\mu_e+\mu_-\alpha}
=\frac{1+\gamma\alpha}{T_e(\mu_e+\mu_-\alpha)},\qquad
KR=\frac{\mu_+(1+\alpha)}{\mu_e+\mu_-\alpha}.
\]

For equal ions with common mobility \(\mu_i\), and \(\alpha\gg1\), the coefficient becomes

\[
D_a\approx2D_+\,\frac{\mu_e+\mu_i\alpha}{\mu_e+2\mu_i\alpha}.
\]

Under this closure \(2D_+\) is a plateau for \(1\ll\alpha\ll\mu_e/\mu_i\), and the limit \(\alpha\to\infty\) is \(D_+\). The reason is that a sufficiently large negative-ion population carries most of the negative flux, despite its low mobility.

Ions that are really trapped have no such upper bound on \(\alpha\). What changes for them is the electron profile. From \(\Gamma_+=D_+G+\mu_+n_+E\) and \(G=\Gamma_+/D_a\),

\[
n_eE=\frac{\Gamma_+(1-D_+/D_a)}{\mu_+(1+\alpha)}.
\]

The electron force balance at \(f=0\) is \(T_eg_e=n_eE+\Gamma_+/\mu_e\), and so

\[
\frac{T_eg_e}{n_eE}=1+\frac{\mu_+}{\mu_e}\,\frac{1+\alpha}{1-D_+/D_a}. \qquad (3)
\]

A value of one would be Boltzmann balance. Few electrons must carry the whole negative flux, so their density falls more steeply than Boltzmann balance in the same field would give, and the discrepancy grows with \(\alpha\). This hardly affects \(D_a\), because the extra gradient enters through \(K/D_e\), which stays below \(\mu_+/\mu_e\).

## A slab with round parameters

Take \(T_e=3\) V, both ion temperatures 0.03 V, both ion mobilities 0.5 m²/(V s) and electron mobility 200 m²/(V s). Then \(\gamma=100\), \(\mu_e/\mu_i=400\) and \(D_+=0.5\times0.03=0.015\) m²/s. The ratio \(D_a/D_+\) depends on \(\alpha\) as follows.

| \(\alpha\) | trapped | Boltzmann-ratio closure |
|---:|---:|---:|
| 0 | 100.7 | 100.7 |
| 0.01 | 51.4 | 51.4 |
| 1 | 2.98 | 2.97 |
| 10 | 2.10 | 2.04 |
| 200 | 2.00 | 1.50 |
| 1000 | 2.00 | 1.17 |

One negative ion per hundred electrons already halves the coefficient. This happens at \(\gamma\alpha=1\), where negative ions and electrons contribute almost equally to \(G\). The trapped value comes within 5 % of \(2D_+\) at \(\alpha\approx9.9\). The closure has dropped to \(1.5D_+\) at \(\alpha=200\), which is \(\mu_e/(2\mu_i)\), as its large-\(\alpha\) form predicts: \(2\times1.5/2=1.5\). Its plateau is short for this mobility ratio: the closure lies within 5 % of \(2D_+\) only for \(\alpha\) between about 7 and 29.

Now consider the inner part of a wide slab, out to 2 cm on each side of the midplane, with central electron density \(10^{16}\) m⁻³ and central \(\alpha=10\), hence \(n_+(0)=1.1\times10^{17}\) m⁻³. The position 2 cm is a cut through the plasma, not a wall: the ion density there is still a sizeable fraction of its central value. Within this region the net positive-ion source, ionization minus recombination, is prescribed as uniform for illustration, \(S=5\times10^{18}\) m⁻³ s⁻¹. In a real discharge it would generally vary with position. In steady state \(d\Gamma_+/dx=S\), and by symmetry the flux vanishes at the centre. At \(x=1\) cm,

\[
\Gamma_+=Sx=5\times10^{18}\times0.01=5\times10^{16}\ \text{m}^{-2}\,\text{s}^{-1}.
\]

If \(D_a\) were constant, integrating \(G=Sx/D_a\) would give a density drop \(Sx^2/(2D_a)\). For \(D_a=2D_+\) the drop is

\[
\frac{5\times10^{18}\times10^{-4}}{4\times0.015}=8.33\times10^{15}\ \text{m}^{-3}.
\]

For trapped negative ions, whose local production and loss must balance everywhere, the Poisson solution gives \(7.93\times10^{15}\) m⁻³. It is about 5 % below the estimate because \(\alpha\) is 10 at the centre and 9.2 at 1 cm, so that \(D_a\) lies between 2.10 and 2.11 times \(D_+\). Here \(f=0\) is prescribed, and at these densities it is a demanding condition. With a recombination coefficient of order \(5\times10^{-14}\) m³/s, recombination at the centre would be \(5.5\times10^{20}\) m⁻³ s⁻¹, about 110 times \(S\). The product \(n_+n_-\) falls by about 15 % within 1 cm while \(n_e\) hardly changes, so attachment and recombination with uniform coefficients could not balance everywhere. The example illustrates the transport formula. Ions stay nearly trapped in this sense only when the imbalance between their production and loss is small compared with \(S\).

The field at 1 cm is 0.515 V/m. With \(n_+=1.021\times10^{17}\) m⁻³, it drives a flux

\[
0.5\times1.021\times10^{17}\times0.515=2.63\times10^{16}\ \text{m}^{-2}\,\text{s}^{-1},
\]

while diffusion carries \(2.37\times10^{16}\) m⁻² s⁻¹. The field that confines the negative ions thus slightly more than doubles the positive-ion flux at a given gradient. The ratio in (3) is 1.049 here, so the electrons are already about 5 % away from Boltzmann balance.

For paired loss, the net source of negative ions equals \(S\) and that of electrons is zero. The field vanishes to numerical accuracy, and the drop is \(1.67\times10^{16}\) m⁻³, or 2.10 times the trapped value. The two cases have the same ions, mobilities, temperatures, source and central densities. The difference comes from the fate of the negative ions.

The choice for a calculation therefore rests on \(f\) and on the local \(\alpha\). With \(f\) between 0 and about 0.05, equal ion temperatures and \(\alpha\) above about ten, \(2D_+\) is good to roughly 5 % for these parameters. An inward negative-ion flux spoils it quickly: at \(\alpha=10\) the boxed formula gives \(2.36D_+\) for \(f=-0.1\) and \(3.13D_+\) for \(f=-0.3\). When recombination is comparable to or larger than the net positive-ion source, \(f\) has to be found from the negative-ion balance before \(2D_+\) is used. It should not be carried to the wall unchecked: as long as the ratio in (3) is below \(\gamma\), the density of trapped negative ions falls by a larger fraction than that of the electrons, so \(\alpha\) decreases outward and \(D_a\) rises. Sheaths, ion inertia, friction between the two ion species, ion heating by the field and temperature gradients lie outside the formula. The numerical output below gives the further values of \(\alpha\) and the individual slab comparisons.

## Computed values

```
Slab test at x = 1 cm: alpha, f, measured Da/D0, formula Da/D0
  (D0 = 0.5 m^2/(V s) x 0.03 V in every row)
  trapped, weak      0.183  0.0   7.1287   7.1287
  trapped, medium    0.919  0.0   3.0656   3.0656
  trapped, strong    9.216  0.0   2.1072   2.1072
  half shared        9.265  0.5   1.3562   1.3562
  paired loss        8.333  1.0   1.0000   1.0000
  unequal ions       4.576  0.3   2.3473   2.3473
Largest relative difference, all positions: 1.4e-06
Inputs
  Te = 3.0 V, ion temperatures = 0.03 V, gamma = 100
  ion mobilities = 0.5 m^2/(V s), electron = 200.0 m^2/(V s)
  D+ = 0.0150 m^2/s, De = 600 m^2/s
  D+/De = 2.50e-05, mu_e/mu_i = 400
alpha, trapped Da/D+, closure Da/D+, closure f
       0.00  100.7481  100.7481  0.00000
       0.01   51.4351   51.3703  0.00002
       0.10   10.9973   10.9698  0.00025
       1.00    2.9801    2.9654  0.00249
      10.00    2.0988    2.0441  0.02439
     100.00    2.0098    1.6721  0.20000
     200.00    2.0049    1.5018  0.33333
    1000.00    2.0009    1.1668  0.71429
  100000.00    2.0000    1.0020  0.99602
Trapped Da is 5 % above 2 D+ at alpha = 9.88
Trapped, T-/T+ = 2, alpha = 1e6: Da/D+ = 2.9999
Slab example
  half-width = 2 cm, central ne = 1.0e+16 m^-3
  central alpha = 10, source = 5.0e+18 m^-3 s^-1
  positive-ion flux at 1 cm = 5.000e+16 m^-2 s^-1
  trapped, strong: n+(0) = 1.1000e+17 m^-3
    n+(1 cm) = 1.0207e+17, drop = 7.9255e+15 m^-3
    field = 0.5148 V/m
    diffusive flux = 2.373e+16 m^-2 s^-1
    field-driven flux = 2.627e+16 m^-2 s^-1
  paired loss: n+(0) = 1.1000e+17 m^-3
    n+(1 cm) = 9.3333e+16, drop = 1.6667e+16 m^-3
    field = 0.0000 V/m
    diffusive flux = 5.000e+16 m^-2 s^-1
    field-driven flux = 1.740e-03 m^-2 s^-1
  drop ratio, paired/trapped = 2.1029
  drop for constant Da = 2 D+: 8.3333e+15 m^-3
  trapped: -Te*grad(ne)/(ne*E) at 1 cm = 1.0486
  trapped: Da at 1 cm = 0.03161 m^2/s
```
